# Phonon Frequencies and Lifetimes from Trajectories by Spectral Energy Density: a numerical check

```python
"""Phonon frequencies and linewidths from trajectories of a diatomic chain.

Result under test: the velocity power summed over branches at wavevector k,
  sum_nu |FT qdot_nu|^2 / T = sum_b |FT w_b|^2 / T,
  w_b = sqrt(m_b/N) sum_l v_lb exp(-i k R_l),
needs no eigenvectors, and a line of half-width Gamma seen in a run of length T
has the mean shape
  S_T = 2 Re[1/z - (1 - exp(-z T))/(z^2 T)],  z = Gamma + i (omega - omega0).
Symbols: Gamma = half-width at half-maximum (rad/ps), lifetime = 1/(2 Gamma).
Internal variables: x = sqrt(m/kT) u in ps, p = sqrt(m/kT) v (dimensionless),
times in ps, angular frequencies in rad/ps.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq, minimize

rng = np.random.default_rng(12345)

# ---------------------------------------------------------------- model
cells, runs, steps = 16, 128, 4096
sample = 0.02                        # sampling interval, ps
substeps = 5                         # Verlet steps per sample
mass_u = np.array([20.0, 40.0])
bond, onsite = 20.0, 20.0            # N/m
quartic = 8.0e21                     # N/m^3, potential quartic*u^4/4
temperature = 300.0
friction = 0.4                       # 1/ps
ka = np.pi / 2
kT = const.k * temperature
mass = mass_u * const.atomic_mass
site_mass = np.tile(mass, cells)
dof = 2 * cells
total_time = steps * sample

hessian = (2 * bond + onsite) * np.eye(dof)
for i in range(dof):
    j = (i + 1) % dof
    hessian[i, j] -= bond
    hessian[j, i] -= bond
dyn = hessian / np.sqrt(np.outer(site_mass, site_mass)) * 1e-24   # ps^-2

# Bloch dynamical matrix written from the equation of motion
off = -bond * (1 + np.exp(-1j * ka)) / np.sqrt(mass[0] * mass[1])
dyn_k = np.array([[(2 * bond + onsite) / mass[0], off],
                  [np.conj(off), (2 * bond + onsite) / mass[1]]]) * 1e-24
lam, evec = np.linalg.eigh(dyn_k)
omega_ac, omega_op = np.sqrt(lam)

phase = np.zeros((dof, 2), complex)
for l in range(cells):
    for b in range(2):
        phase[2 * l + b, b] = np.exp(-1j * ka * l) / np.sqrt(cells)
phase_real = np.hstack([phase.real, phase.imag])


def as_complex(a):
    return a[..., :2] + 1j * a[..., 2:]


def langevin_run():
    """Exact sampling of the damped, thermally driven harmonic chain."""
    zero, one = np.zeros((dof, dof)), np.eye(dof)
    drift = np.block([[zero, one], [-dyn, -friction * one]])
    prop = expm(drift * sample)
    cov = np.block([[np.linalg.inv(dyn), zero], [zero, one]])
    noise_cov = cov - prop @ cov @ prop.T
    root = np.linalg.cholesky(0.5 * (noise_cov + noise_cov.T))
    state = rng.standard_normal((runs, 2 * dof)) @ np.linalg.cholesky(cov).T
    wx, wp = np.empty((steps, runs, 4)), np.empty((steps, runs, 4))
    for s in range(steps):
        wx[s] = state[:, :dof] @ phase_real
        wp[s] = state[:, dof:] @ phase_real
        kick = rng.standard_normal((runs, 2 * dof)) @ root.T
        state = state @ prop.T + kick
    return as_complex(wx), as_complex(wp)


def mean_field(beta):
    """Self-consistent extra diagonal 3*c*<x^2> from the quartic potential."""
    cubic = beta * kT / site_mass**2 * 1e-48                  # ps^-4
    extra = np.zeros(dof)
    for _ in range(200):
        extra = 3 * cubic * np.diag(np.linalg.inv(dyn + np.diag(extra)))
    return cubic, extra


def newton_run(beta):
    """Constant-energy velocity-Verlet runs from a Gaussian thermal start."""
    cubic, extra = mean_field(beta)
    root = np.linalg.cholesky(np.linalg.inv(dyn + np.diag(extra)))
    x = rng.standard_normal((runs, dof)) @ root.T
    p = rng.standard_normal((runs, dof))
    dt = sample / substeps

    def force(y):
        return -(y @ dyn) - cubic * y * y * y

    def energy():
        pot = 0.5 * np.sum(x * (x @ dyn), 1) + 0.25 * np.sum(cubic * x**4, 1)
        return pot + 0.5 * np.sum(p * p, 1)

    start = energy()
    wx, wp = np.empty((steps, runs, 4)), np.empty((steps, runs, 4))
    first = np.empty((steps, dof))
    kinetic = 0.0
    f = force(x)
    for s in range(steps):
        wx[s], wp[s], first[s] = x @ phase_real, p @ phase_real, p[0]
        kinetic += np.mean(p * p) / steps
        for _ in range(substeps):
            p = p + 0.5 * dt * f
            x = x + dt * p
            f = force(x)
            p = p + 0.5 * dt * f
    drift = np.max(np.abs(energy() / start - 1))
    return as_complex(wx), as_complex(wp), first, kinetic, drift


def spectrum(q, n, pad):
    """Periodogram of segments of n samples, averaged over segments and +-omega.
    Returns positive frequencies and an array (frequency, run)."""
    seg = q.reshape(steps // n, n, -1)
    power = np.abs(np.fft.fft(seg, n * pad, axis=1))**2 * sample / n
    power = power.mean(axis=0)
    power = 0.5 * (power + np.roll(power[::-1], 1, axis=0))
    half = n * pad // 2
    return 2 * np.pi * np.arange(half) / (n * pad * sample), power[:half]


def finite_line(delta, gamma, length):
    z = gamma + 1j * delta
    return 2 * np.real(1 / z + np.expm1(-z * length) / (z * z * length))


def apparent_width(gamma, length):
    top = finite_line(0.0, gamma, length)
    return brentq(lambda d: finite_line(d, gamma, length) - top / 2,
                  1e-3 / length, 2 * gamma + 4 / length)


def fit_line(omega, power, length, centre, finite=True):
    """Likelihood fit; returns line centre and half-width."""
    keep = np.abs(omega - centre) < 3.0
    w, y = omega[keep] - centre, power[keep]

    def unpack(par):
        return par[0], np.exp(np.clip(par[1], -8, 3)), np.exp(par[2])

    def cost(par):
        shift, gamma, amp = unpack(par)
        if finite:
            shape = finite_line(w - shift, gamma, length)
        else:
            shape = 2 * gamma / (gamma**2 + (w - shift)**2)
        model = np.maximum(amp * shape, 1e-300)
        return np.mean(np.log(model) + y / model)

    area = np.sum(y) * (w[1] - w[0]) / (2 * np.pi)
    x0 = np.array([w[np.argmax(y)], np.log(0.2), np.log(area)])
    simplex = np.vstack([x0, x0 + np.diag([0.1, 0.3, 0.3])])
    res = minimize(cost, x0, method="Nelder-Mead",
                   options=dict(initial_simplex=simplex, xatol=1e-5,
                                fatol=1e-9, maxiter=800, maxfev=1600))
    shift, gamma, _ = unpack(res.x)
    return centre + shift, gamma


def half_height_width(omega, power, centre):
    idx = np.where(np.abs(omega - centre) < 1.0)[0]
    top = idx[np.argmax(power[idx])]
    level, edges = power[top] / 2, []
    for step in (-1, 1):
        i = top
        while power[i] > level:
            i += step
        frac = (level - power[i]) / (power[i - step] - power[i])
        edges.append(omega[i] + frac * (omega[i - step] - omega[i]))
    return 0.5 * (edges[1] - edges[0])


def energy_correlation(q, qdot, frequency, lag_time):
    e = np.abs(qdot)**2 + frequency**2 * np.abs(q)**2
    e = e - e.mean()
    lag = min(int(round(lag_time / sample)), steps // 2)
    return np.mean(e[:steps - lag] * e[lag:]) / np.mean(e * e)


# ---------------------------------------------------------------- dispersion
full_lam, full_vec = np.linalg.eigh(dyn)
chosen = np.min(np.abs(full_lam[:, None] - lam[None, :]), axis=1) < 1e-6 * lam[1]
assert chosen.sum() == 4             # two branches, each at +k and -k

print("masses (u):", *mass_u, " cells:", cells, " ka (rad): %.4f" % ka)
print("bond, on-site springs (N/m):", bond, onsite)
print("temperature (K):", temperature, " friction (1/ps):", friction)
print("runs:", runs, " run length (ps): %.2f" % total_time,
      " sampling (ps):", sample)
print("acoustic, optical omega (rad/ps): %.4f %.4f" % (omega_ac, omega_op))
print("acoustic, optical frequency (THz): %.4f %.4f"
      % (omega_ac / (2 * np.pi), omega_op / (2 * np.pi)))

# ---------------------------------------------------------------- line shape
gamma_true = friction / 2
for length in (3.0, 20.0):
    for delta in (0.0, 0.3, 1.1):
        ref = quad(lambda t: 2 * (1 - t / length) * np.exp(-gamma_true * t)
                   * np.cos(delta * t), 0, length, limit=200)[0]
        assert abs(ref - finite_line(delta, gamma_true, length)) < 1e-8
long_ratio = apparent_width(1.0, 50.0)
assert abs(long_ratio - 1 - 1 / 50) < 2 / 50**2
fejer = 2 * brentq(lambda y: (np.sin(y) / y)**2 - 0.5, 0.5, 2.5)
assert abs(apparent_width(1e-3, 1.0) - fejer) < 2e-3
print("Fejer half-width times T (rad): %.4f" % fejer)
print("apparent/true width at Gamma*T = 50: %.5f" % long_ratio)

# ---------------------------------------------------------------- damped chain
wx, wp = langevin_run()
q_op, v_op = wx @ evec[:, 1].conj(), wp @ evec[:, 1].conj()
v_ac = wp @ evec[:, 0].conj()

om, p1 = spectrum(wp[..., 0], steps, 1)
_, p2 = spectrum(wp[..., 1], steps, 1)
_, pc = spectrum(wp[..., 0] + wp[..., 1], steps, 1)
sed, coherent = (p1 + p2).mean(1), pc.mean(1)
d_om = om[1] - om[0]
sum_rule = 2 * np.sum(sed) * d_om / (2 * np.pi)
upper = om > 0.5 * (omega_ac + omega_op)
frac_sed = sed[upper].sum() / sed.sum()
frac_coh = coherent[upper].sum() / coherent.sum()
weights = np.abs(evec.sum(axis=0))**2
frac_pred = weights[1] / weights.sum()
assert abs(sum_rule - 2) < 0.1
assert abs(frac_sed - 0.5) < 0.04 and abs(frac_coh - frac_pred) < 0.04
print("integrated branch sum / kT (2 expected): %.3f" % sum_rule)
print("optical share, atom sum outside modulus: %.3f" % frac_sed)
print("optical share, atom sum inside modulus: %.3f (predicted %.3f)"
      % (frac_coh, frac_pred))

om2, p_op = spectrum(v_op, steps, 2)
_, p_ac = spectrum(v_ac, steps, 2)
w_fit, g_fit = fit_line(om2, p_op.mean(1), total_time, omega_op)
wa_fit, ga_fit = fit_line(om2, p_ac.mean(1), total_time, omega_ac)
assert abs(w_fit / omega_op - 1) < 1e-3 and abs(wa_fit / omega_ac - 1) < 2e-3
assert abs(g_fit / gamma_true - 1) < 0.08 and abs(ga_fit / gamma_true - 1) < 0.08
print("true half-width (rad/ps): %.4f  lifetime (ps): %.3f"
      % (gamma_true, 1 / (2 * gamma_true)))
print("optical fit: omega (rad/ps) %.4f, half-width (rad/ps) %.4f" % (w_fit, g_fit))
print("acoustic fit: omega (rad/ps) %.4f, half-width (rad/ps) %.4f"
      % (wa_fit, ga_fit))
print("optical, acoustic lifetime from fit (ps): %.3f %.3f"
      % (1 / (2 * g_fit), 1 / (2 * ga_fit)))

# the same trajectory cut into short runs
for n in (512, 1024):
    length = n * sample
    om_s, p_s = spectrum(v_op, n, 8)
    seen = half_height_width(om_s, p_s.mean(1), omega_op)
    expected = apparent_width(gamma_true, length)
    # tolerance: finite number of averaged segments, a few per cent per point
    assert abs(seen / expected - 1) < 0.12
    print("T = %.2f ps: apparent half-width (rad/ps) measured %.4f, theory %.4f,"
          " Gamma+1/T %.4f" % (length, seen, expected, gamma_true + 1 / length))
    if n == 512:
        _, bare = fit_line(om_s, p_s.mean(1), length, omega_op, finite=False)
        _, corrected = fit_line(om_s, p_s.mean(1), length, omega_op)
        assert abs(corrected / gamma_true - 1) < 0.12
        assert bare > 1.3 * gamma_true
        print("  bare Lorentzian fit (rad/ps): %.4f -> lifetime (ps) %.3f"
              % (bare, 1 / (2 * bare)))
        print("  finite-run fit (rad/ps): %.4f -> lifetime (ps) %.3f"
              % (corrected, 1 / (2 * corrected)))
print("T = %.2f ps: theoretical apparent half-width (rad/ps) %.4f"
      % (total_time, apparent_width(gamma_true, total_time)))

# scatter of a single periodogram value and of fits to small groups
peak = np.argmin(np.abs(om - omega_op))
single = np.abs(np.fft.fft(v_op, axis=0)[peak])**2
rel_single = single.std() / single.mean()
assert abs(rel_single - 1) < 0.35    # 128 samples of an exponential variable
group = 2
fits = np.array([fit_line(om2, p_op[:, g:g + group].mean(1), total_time, omega_op)
                 for g in range(0, runs, group)])
spectra = 2 * group                  # +omega and -omega are independent
sigma = np.sqrt(gamma_true / (spectra * total_time))
scatter = fits.std(axis=0, ddof=1)
# tolerance: 64 groups, finite fit band, law valid for many linewidths times T
assert np.all(scatter / sigma > 0.65) and np.all(scatter / sigma < 1.5)
print("relative scatter of one periodogram value: %.3f" % rel_single)
print("fit scatter (rad/ps), %d spectra: omega %.4f, Gamma %.4f, law %.4f"
      % (spectra, scatter[0], scatter[1], sigma))

corr = energy_correlation(q_op, v_op, omega_op, 1 / (2 * gamma_true))
assert abs(corr - np.exp(-1)) < 0.08
print("energy correlation at 1/(2 Gamma), damped chain: %.3f (1/e = %.3f)"
      % (corr, np.exp(-1)))
del wx, wp, q_op, v_op, v_ac

# ---------------------------------------------------------------- anharmonic chain
results = []
for beta in (0.0, quartic):
    wx, wp, first, kinetic, drift = newton_run(beta)
    assert drift < 0.02 and abs(kinetic - 1) < 0.05
    q, v = wx @ evec[:, 1].conj(), wp @ evec[:, 1].conj()
    om_n, p_n = spectrum(v, steps, 2)
    p_n = p_n.mean(1)
    band = np.abs(om_n - omega_op) < 4.0
    centroid = np.sum(om_n[band] * p_n[band]) / np.sum(p_n[band])
    centre, width = fit_line(om_n, p_n, total_time, omega_op)
    results.append((centroid, centre, width))

# branch sum on the anharmonic trajectory: real-space modes against plain sums
modes = np.fft.fft(first @ full_vec[:, chosen], axis=0)
by_modes = np.sum(np.abs(modes)**2, axis=1)
by_atoms = sum(np.sum(np.abs(np.fft.fft(first @ ph, axis=0))**2, axis=1)
               for ph in (phase, phase.conj()))
identity_error = np.max(np.abs(by_modes - by_atoms)) / by_atoms.max()
assert identity_error < 1e-10

_, extra = mean_field(quartic)
omega_mf = np.sqrt(np.linalg.eigvalsh(dyn_k + np.diag(extra[:2]))[1])
shift_mf = omega_mf - omega_op
shift_md = results[1][0] - results[0][0]
gamma_control, gamma_anh = results[0][2], results[1][2]
assert abs(shift_md / shift_mf - 1) < 0.15
assert gamma_anh > 5 * gamma_control
corr_anh = energy_correlation(q, v, omega_mf, 1 / (2 * gamma_anh))
print("quartic constant (N/m^3): %.1e" % quartic)
print("branch-sum identity, largest relative error: %.1e" % identity_error)
print("anharmonic run: kinetic temperature (K) %.1f, energy error %.1e"
      % (kinetic * temperature, drift))
print("optical shift (rad/ps): trajectory %.4f, mean field %.4f"
      % (shift_md, shift_mf))
print("fitted line centre, anharmonic (rad/ps): %.4f" % results[1][1])
print("fitted half-width (rad/ps): harmonic control %.5f (fit floor %.5f)"
      % (gamma_control, np.exp(-8)))
print("fitted half-width (rad/ps): anharmonic %.4f" % gamma_anh)
print("1/(2 Gamma), anharmonic (ps): %.3f" % (1 / (2 * gamma_anh)))
print("energy correlation at that time, anharmonic: %.3f" % corr_anh)
print("OK")
```

Running it gives:

```
masses (u): 20.0 40.0  cells: 16  ka (rad): 1.5708
bond, on-site springs (N/m): 20.0 20.0
temperature (K): 300.0  friction (1/ps): 0.4
runs: 128  run length (ps): 81.92  sampling (ps): 0.02
acoustic, optical omega (rad/ps): 24.5401 45.9102
acoustic, optical frequency (THz): 3.9057 7.3068
Fejer half-width times T (rad): 2.7831
apparent/true width at Gamma*T = 50: 1.02061
integrated branch sum / kT (2 expected): 2.003
optical share, atom sum outside modulus: 0.503
optical share, atom sum inside modulus: 0.225 (predicted 0.217)
true half-width (rad/ps): 0.2000  lifetime (ps): 2.500
optical fit: omega (rad/ps) 45.9179, half-width (rad/ps) 0.2036
acoustic fit: omega (rad/ps) 24.5537, half-width (rad/ps) 0.1990
optical, acoustic lifetime from fit (ps): 2.456 2.512
T = 10.24 ps: apparent half-width (rad/ps) measured 0.3836, theory 0.3830, Gamma+1/T 0.2977
  bare Lorentzian fit (rad/ps): 0.3103 -> lifetime (ps) 1.611
  finite-run fit (rad/ps): 0.2062 -> lifetime (ps) 2.425
T = 20.48 ps: apparent half-width (rad/ps) measured 0.2660, theory 0.2701, Gamma+1/T 0.2488
T = 81.92 ps: theoretical apparent half-width (rad/ps) 0.2134
relative scatter of one periodogram value: 0.922
fit scatter (rad/ps), 4 spectra: omega 0.0273, Gamma 0.0295, law 0.0247
energy correlation at 1/(2 Gamma), damped chain: 0.373 (1/e = 0.368)
quartic constant (N/m^3): 8.0e+21
branch-sum identity, largest relative error: 7.3e-16
anharmonic run: kinetic temperature (K) 301.5, energy error 2.1e-03
optical shift (rad/ps): trajectory 0.6004, mean field 0.6148
fitted line centre, anharmonic (rad/ps): 46.5813
fitted half-width (rad/ps): harmonic control 0.00034 (fit floor 0.00034)
fitted half-width (rad/ps): anharmonic 0.0350
1/(2 Gamma), anharmonic (ps): 14.290
energy correlation at that time, anharmonic: 0.480
OK
```
